\section*{Why a bevel can show a shallow heavily doped junction too shallow}

\section{The question}

A thin, heavily doped n-type layer lies on a lightly doped p-type wafer. To profile it by spreading resistance, the wafer is ground at a small angle, and two probes step down the slope. Each step touches material that was deeper in the original wafer, and the resistance peaks where the surface changes from n-type to p-type. Grinding moves no dopant atom in the material that remains. Why, then, can the change of type appear nearer the original surface than the depth at which donors and acceptors balance, and by how much?

\section{What is compared}

Let $x$ be the depth below the original surface, $N_D(x)$ the donor density, which falls steadily with depth, and $N_A$ the uniform acceptor density. The metallurgical junction $x_j$ is defined by $N_D(x_j)=N_A$. It is a property of the atoms. The probes respond to electrons and holes, of densities $n$ and $p$, so there is also an electrical junction, where $n=p$.

At a bevel point of depth $z$, everything above $z$ has gone. Because the slope is small, the material under that point is treated as a one-dimensional wafer that begins at $z$. The on-bevel junction $z^*$ is the cut depth for which $n=p$ at the freshly exposed surface. Each point of the bevel is thus a different wafer, with its own carrier distribution. The profile read along the slope is a set of surface values from many wafers, whereas the profile of the uncut wafer is one solution followed through its depth.

I assume thermal equilibrium, full ionization of the dopants, Boltzmann statistics and, at first, no charge on the ground surface. With $\psi$ the electrostatic potential, measured from its value where $n=p$, and $V_t=kT/q$,
\begin{equation}
n=n_i e^{u},\qquad p=n_i e^{-u},\qquad u=\psi/V_t .
\end{equation}
Poisson's equation $\psi''=-\rho/\varepsilon$, with $\rho=q(p-n+N_D-N_A)$, becomes
\begin{equation}
u''=\frac{q}{\varepsilon V_t}\,(n-p+N_A-N_D).
\label{poisson}
\end{equation}
Deep in the substrate $p=N_A$, so $u\to-u_F$ with $u_F=\ln(N_A/n_i)$. An uncharged surface with no field outside it requires $u'(z)=0$. For a p-type layer on an n-type wafer, exchange donors with acceptors and electrons with holes.

\section{The mechanism}

In the uncut wafer, electrons diffuse from the dense upper part of the layer toward the dilute lower part. They leave behind a net positive charge above and build up a negative charge below. The resulting field points into the wafer and pushes electrons back toward the surface; in equilibrium it balances their diffusion. By Gauss's law, the negative charge below any depth equals the positive charge above it.

A cut at $z$ removes the upper part together with its net positive charge. What remains must now be neutral by itself, so the negative charge below has to shrink. It does so in two ways: electrons leave, and holes return to cover some of the exposed acceptors. If few donors remain below the cut, they are all needed to balance the acceptors of the depletion region, and no electrons are left to make the surface n-type. The surface can then be intrinsic, or even p-type, although donors still outnumber acceptors there.

The direction of the shift follows from equation (\ref{poisson}) without a depletion approximation. Cut at some $z\ge x_j$, and suppose that the surface were not p-type, so that $u(z)\ge0$. Just below the cut $N_A-N_D>0$, and $n-p\ge0$ as long as $u\ge0$. Hence $u''>0$. (If the cut is at $x_j$ itself and $u=0$ there, $N_A-N_D$ grows linearly with distance from the cut while $n-p$ starts at a higher order, so $u''$ is still positive just below.) Since $u'$ starts from zero, it becomes positive, $u$ rises, and the same argument applies at every greater depth. The potential could then never come down to $-u_F$. The supposition is false: with an uncharged surface, every cut at or below $x_j$ exposes p-type material.

If the surface is n-type for a shallow cut, it must therefore change type before the cut reaches $x_j$, which means
\begin{equation}
z^*<x_j .
\end{equation}
This fixes the sign of the shift. Its size depends on how many donors the substrate can deplete.

\section{The formula}

\subsection{A condition on the remaining dose}

Define the donor dose below the cut and its first moment,
\begin{equation}
D(z)=\int_z^\infty N_D\,dx,\qquad
M(z)=\int_z^\infty (x-z)N_D\,dx=\int_z^\infty D(x)\,dx .
\end{equation}
The last form follows by parts from $N_D=-D'$; the boundary term vanishes at both ends.

Take the cut at $z=z^*$, so that $\psi(z)=0$. At the surface $n=p=n_i$, which is negligible beside the doping. Choose a depth $x_0=z+\ell$ inside the depletion region, below practically all donors but above the place where holes become numerous. Between $z$ and $x_0$ the charge density is $q(N_D-N_A)$. With zero field at the surface, the field $E=-\psi'$ is
\begin{equation}
E(x)=\frac{q}{\varepsilon}\left[D(z)-D(x)-N_A(x-z)\right].
\label{field}
\end{equation}
Write $D$ and $M$ for the values at $z$. Since $D(x_0)\simeq0$, the field at $x_0$ is $E_0=(q/\varepsilon)(D-N_A\ell)$. Integrating (\ref{field}) gives the potential drop
\begin{equation}
\psi(z)-\psi(x_0)=\frac{q}{\varepsilon}
\left[D\ell-M-\tfrac12N_A\ell^2\right].
\label{drop}
\end{equation}

Below $x_0$ there are acceptors and holes but practically no donors or electrons. Let $\phi=\psi+V_tu_F$ be the potential above its bulk value. Then $p=N_Ae^{-\phi/V_t}$ and
\begin{equation}
\phi''=\frac{qN_A}{\varepsilon}\left(1-e^{-\phi/V_t}\right).
\end{equation}
Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$, up to $x_0$, where $\phi=\phi_0$:
\begin{equation}
\frac{E_0^2}{2}=\frac{qN_A}{\varepsilon}
\left(\phi_0-V_t+V_te^{-\phi_0/V_t}\right)
\simeq\frac{qN_A}{\varepsilon}(\phi_0-V_t).
\label{first}
\end{equation}
The exponential is dropped because few holes are present at $x_0$. The term $-V_t$ stays: it is the effect of holes spreading into the edge of the depletion region.

At the surface $\phi=V_tu_F$, so $\phi_0$ equals $V_tu_F$ minus the drop (\ref{drop}). Insert this and $E_0$ into (\ref{first}) and divide by $qN_A/\varepsilon$:
\begin{equation}
\frac{q}{\varepsilon}\left[\frac{D^2}{2N_A}-D\ell+\frac{N_A\ell^2}{2}\right]
=V_t(u_F-1)-\frac{q}{\varepsilon}
\left[D\ell-M-\frac{N_A\ell^2}{2}\right].
\end{equation}
The terms in $\ell$ are the same on both sides and cancel, as they must, since $x_0$ was an arbitrary choice. With the substrate Debye length $L_D$, defined by $L_D^2=\varepsilon V_t/(qN_A)$, the result is
\begin{equation}
\frac{D^2}{2N_A}-M=N_AL_D^2(u_F-1).
\label{general}
\end{equation}
The on-bevel junction is the depth at which the remaining donors, through their dose and first moment, satisfy this condition. The total dose of the layer does not enter, because the material above the cut has no influence once it is gone.

\subsection{An exponential tail}

Let $N_D=N_0e^{-x/\lambda}$. Then $x_j=\lambda\ln(N_0/N_A)$, $D=\lambda N_D(z)$ and $M=\lambda D$. Neutrality of the cut wafer makes $W=D/N_A$ the width of its depletion region, measured from the surface. Dividing (\ref{general}) by $N_A$ gives
\begin{equation}
\frac{W^2}{2}-\lambda W=L_D^2(u_F-1),
\end{equation}
whose positive root is
\begin{equation}
W=\lambda+\sqrt{\lambda^2+2L_D^2(u_F-1)} .
\label{width}
\end{equation}
Measured from the metallurgical junction, the donor density at the cut is $N_D(z^*)=N_Ae^{(x_j-z^*)/\lambda}$. Setting $\lambda N_D(z^*)=N_AW$ and taking the logarithm,
\begin{equation}
x_j-z^*=\lambda\ln\frac{W}{\lambda}.
\label{shift}
\end{equation}

The formula requires $W\gg\lambda$, so that the donors end well before the depletion edge. In that regime the shift is several decay lengths. It depends on the substrate through a logarithm, and on the surface density $N_0$ not at all, provided $N_0$ is large enough to make $z^*$ positive. In a weaker layer even the uncut surface is not n-type, and the bevel shows no junction. A higher $N_0$ at fixed $\lambda$ and $N_A$ moves both junctions deeper by the same amount, so the relative error is worst for shallow layers.

\subsection{An abrupt layer}

The opposite case is a layer of constant donor density $rN_A$, with $r>1$, that ends abruptly. If a thickness $t$ of it remains, $D=rN_At$ and $M=rN_At^2/2$. Equation (\ref{general}) becomes
\begin{equation}
\frac{r(r-1)}{2}\,t^2=L_D^2(u_F-1),\qquad
t=L_D\sqrt{\frac{2(u_F-1)}{r(r-1)}} .
\end{equation}
This requires the layer to end inside the depletion region, so that $(r-1)t$ is not small beside $L_D$; on the substrate of the example below, the formula overestimates $t$ by 0.7\% at $r=1.05$ and by 3.5\% at $r=1.01$. The shift is now $t$, which falls as $1/r$ for large $r$. Heavy doping alone therefore does not produce a large shift. A gradual tail does, because the last small dose of donors is then spread over a considerable depth.

\section{The number}

Take round parameters: $N_0=10^{20}\,\mathrm{cm^{-3}}$, $\lambda=10$ nm, $N_A=10^{16}\,\mathrm{cm^{-3}}$, $n_i=10^{10}\,\mathrm{cm^{-3}}$, relative permittivity 12 and $T=300$ K. Then $x_j=10\ln10^4=92.1$ nm, $u_F=\ln10^6=13.816$ and $L_D=41.41$ nm. From (\ref{width}) and (\ref{shift}),
\begin{align}
W&=10+\sqrt{10^2+2(41.41)^2(12.816)}=219.9\ \mathrm{nm},\\
x_j-z^*&=10\ln(219.9/10)=30.9\ \mathrm{nm}.
\end{align}
The bevel places the junction at 61.2 nm instead of 92.1 nm, about one third too shallow. A numerical solution of the full equation (\ref{poisson}) for the cut wafers, with all mobile carriers kept, gives the same 30.9 nm. A cut at $x_j$ itself leaves the surface at $-0.352$ V, close to the bulk value of $-0.357$ V: the surface is there already strongly p-type.

At $z^*$ the donor density is $2.2\times10^{17}\,\mathrm{cm^{-3}}$, 22 times the acceptor density, and yet the exposed surface is intrinsic. The donor dose below it is $2.2\times10^{11}\,\mathrm{cm^{-2}}$, against $N_0\lambda=10^{14}\,\mathrm{cm^{-2}}$ in the whole layer. The deepest 0.2\% of the donors thus goes with a shift of one third of the metallurgical depth.

\subsection{The charge account}

In the uncut wafer, $n=p$ lies at 173.8 nm, deeper than $x_j$, because electrons have spilled into the substrate. The metallurgical junction lies between the two electrical ones. At the depth $z^*$ the uncut wafer holds $1.7\times10^{17}$ electrons per $\mathrm{cm^3}$; the cut leaves $10^{10}$.

The overlayer takes with it a net positive charge of $2.2\times10^{11}\,q/\mathrm{cm^2}$. The region below $z^*$ held the opposite charge. Its donors contributed $+2.2$ and its electrons $-1.2$, in units of $10^{11}\,q/\mathrm{cm^2}$, so the exposed acceptors must have contributed $-3.2$ to make the sum $-2.2$. After the cut the electron term is practically zero, and the exposed acceptors must equal the donors, 2.2. The loss of 2.2 is thus met by 1.2 from departing electrons and 1.0 from returning holes. Only two figures are kept, because the program sums the electron dose and the removed charge of the uncut wafer from the mesh face next below $z^*$, a fraction of a nanometre deeper.

A control calculation separates the charge of the overlayer from its material. The wafer is cut next to $z^*$, and the removed net charge is put back as a bare sheet on the surface. The surface potential returns to 0.430 V, its value at that depth in the uncut wafer. This is what Gauss's law demands: in equilibrium, the overlayer acts on the material below through the field at their boundary, and the sheet supplies the same field.

\subsection{Other profiles}

With $N_0$ and $\lambda$ held fixed, the shift is 41.1 nm for $N_A=10^{15}\,\mathrm{cm^{-3}}$ and 21.1 nm for $10^{17}\,\mathrm{cm^{-3}}$. A lighter substrate has a wider depletion region $W$, and the shift grows with $\ln W$. The donor dose it empties, $N_AW$, is smaller, so $z^*$ itself lies deeper, but $x_j$ moves deeper by more. With $N_0$ and $N_A=10^{16}\,\mathrm{cm^{-3}}$ held fixed, decay lengths of 5 and 20 nm give 18.8 and 48.9 nm. The increase is less than proportional to $\lambda$, because the logarithm in (\ref{shift}) falls as $\lambda$ grows. In these four cases the formula agrees with the numerical solution to about 0.01 nm.

For a Gaussian profile $N_0e^{-x^2/2\sigma^2}$ with $\sigma=20$ nm, on the original substrate, $x_j=85.8$ nm. Equation (\ref{general}) and the numerical solution both give a shift of 19.2 nm. The local decay length $-N_D/N_D'=\sigma^2/x$ is 4.7 nm at $x_j$ and 6.0 nm at $z^*$, so the result should resemble that of a 5 nm exponential, and it does. For an abrupt layer with $r=10^4$ the shift is 0.02 nm. This is less than an atomic spacing, so it means no shift at all.

\section{When the ground surface is charged}

The sign argument used $u'(z)=0$. Let the surface carry a charge $qs$ per unit area. It adds $s$ to the bracket in (\ref{field}), so $D$ becomes $D+s$ in $E_0$ and in the term $D\ell$ of (\ref{drop}). The moment $M$ is unchanged, because the sheet lies at zero distance from the surface. Equation (\ref{general}) becomes
\begin{equation}
\frac{(D+s)^2}{2N_A}-M=N_AL_D^2(u_F-1).
\end{equation}
For the exponential tail put $W_D=D/N_A$ and $a=s/N_A$; the depletion width is now $W_D+a$. Then
\begin{equation}
\tfrac12(W_D+a)^2-\lambda W_D=L_D^2(u_F-1).
\label{charged}
\end{equation}
Expanding the square and solving the quadratic for $W_D$,
\begin{equation}
W_D=\lambda-a+\sqrt{\lambda^2-2a\lambda+2L_D^2(u_F-1)},
\end{equation}
and the shift is $\lambda\ln(W_D/\lambda)$. Positive charge attracts electrons and does part of the work of the removed overlayer. In the example, $s=+10^{11}\,\mathrm{cm^{-2}}$ reduces the shift to 24.4 nm, while $s=-10^{11}\,\mathrm{cm^{-2}}$ raises it to 34.8 nm.

The shift vanishes when $W_D=\lambda$. Equation (\ref{charged}) then gives $(\lambda+a)^2=2L_D^2(u_F-1)+2\lambda^2$, or
\begin{equation}
a=\sqrt{2L_D^2(u_F-1)+2\lambda^2}-\lambda .
\end{equation}
Here $a=200$ nm, which means $s=2.0\times10^{11}\,\mathrm{cm^{-2}}$. A slightly larger charge places the on-bevel junction too deep, but only within a narrow range. With no donors left, $D=M=0$, the condition for an intrinsic surface becomes $s=N_AL_D\sqrt{2(u_F-1)}$, here $2.1\times10^{11}\,\mathrm{cm^{-2}}$. Any larger charge makes even the bare substrate n-type at its surface, and the bevel surface then has no $n=p$ point at all. This is already so at 1.2 times the cancelling charge, for which the numerical solution finds the surface still n-type when the cut is at $x_j$. Just above the limit the inversion is very weak: at this charge the bare substrate holds only about $4\times10^{5}$ electrons per $\mathrm{cm^2}$, and the slab conductance of the next section still has a shallow minimum, near 74 nm, which is gone by $s=3\times10^{11}\,\mathrm{cm^{-2}}$. A probe that senses some depth may therefore still record a peak. A shift toward the original surface is therefore possible but not universal.

\section{What the probes add}

The resistance peak need not coincide with $n=p$. The surface conductivity is proportional to $\mu_nn+\mu_pp$, with $\mu_n$ and $\mu_p$ the mobilities. Since $np=n_i^2$, it is smallest where $\mu_nn=\mu_pp$, or $u=-\frac12\ln(\mu_n/\mu_p)$. For a mobility ratio of 3 this is $u=-0.55$, slightly on the p-type side. Along the bevel, in steps of 0.5 nm, the minimum falls at 61.3 nm, which cannot be distinguished from $z^*$.

A real contact also senses material beneath the surface. As a crude indicator, add the conductances of all layers within 1000 nm of the surface, as if they conducted in parallel. The minimum moves to about 58 nm (57.8 nm in steps of 0.5 nm), farther from $x_j$. At $z^*$ the slab has practically no electrons; a slightly shallower cut leaves more donors, which widen the depletion region and remove holes before electrons make up for the loss. This sum ignores the barrier between the electron layer and the substrate, and it does not replace a calculation of current flow under the probes.

\section{Beside real junctions}

The parameters were chosen to show the effect clearly, not to represent a modern source or drain layer in silicon. The tail falls tenfold in $\lambda\ln10=23$ nm, which is gradual for a modern shallow implant, and $10^{16}\,\mathrm{cm^{-3}}$ is light beside the doping around the source and drain of a small transistor, roughly $10^{18}\,\mathrm{cm^{-3}}$. Both choices enlarge the shift: with $\lambda=2$ nm, $N_A=10^{18}\,\mathrm{cm^{-3}}$ and the same $N_0$, equations (\ref{width}) and (\ref{shift}) give 5.2 nm. This holds for the absolute shift only: $x_j$ is then 9.2 nm, so the relative error rises to more than half. The built-in field of that uncut wafer reaches about 0.45 MV/cm, so the field estimate below does not carry over to it. The assumption most exposed in practice is the uncharged surface, since grinding leaves damage and surface states: $10^{11}$ charges per $\mathrm{cm^2}$ move the result by 4 to 7 nm, and twice that number, if positive, cancels the shift; slightly more leaves no $n=p$ point on the bevel surface. Probe pressure and band-gap narrowing raise $n_i$. A uniform hundredfold increase, taken as a crude stand-in, lowers the shift to 28.8 nm; pressure confined to the region under the probe is not described by it.

The other neglected effects can be sized for the same example. On a bevel of slope 0.005, the depth changes by 1.1 nm over a lateral distance $W$, which supports the one-dimensional treatment, and by 5 nm across a contact 1000 nm wide, which blurs the peak. The largest field is 0.03 MV/cm in the wafer cut at $z^*$ and 0.04 MV/cm in the uncut one (0.05 MV/cm, near the surface, with degenerate electron statistics), well below the rough 0.3 MV/cm at which avalanche becomes a concern. Degenerate electron statistics move the uncut $n=p$ depth by less than 0.1 nm. The donors left at $z^*$ are sparse: each has on average an area of 21 nm by 21 nm in the plane, with a side twice the decay length, so the potential of a real surface is uneven. Because the depletion region has almost no mobile charge to screen the donors, this unevenness reaches laterally well beyond the donor spacing, until the holes at the depletion edge, a distance $W$ away, screen it. The calculated $z^*$ describes a laterally averaged doping, and its tenths of a nanometre serve to compare formula with numerical solution, not to predict a measurement. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
temperature 300 K, relative permittivity 12
surface donors 1.0e+20, acceptors 1.0e+16, n_i 1.0e+10 cm^-3
donor decay length: 10.0 nm
thermal voltage: 25.85 mV
u_F: 13.816; Fermi potential: 0.3572 V
substrate Debye length L_D: 41.41 nm
metallurgical junction: 92.10 nm
on-bevel junction, Poisson: 61.20 nm
shift toward surface, Poisson: 30.904 nm; law: 30.904 nm
depletion width W, Poisson: 219.9 nm; law: 219.9 nm
remaining donor dose at on-bevel junction: 2.199e+11 cm^-2
donor density at on-bevel junction: 2.199e+17 cm^-3
surface potential when cut at metallurgical depth: -0.3519 V
mesh: z* change 600->1200 nodes 0.0000 nm, 1200->2400 0.0000 nm
decay 5 nm, acceptors 1e+16 cm^-3: junction 46.1 nm, shift 18.80 nm, law 18.80 nm
decay 20 nm, acceptors 1e+16 cm^-3: junction 184.2 nm, shift 48.90 nm, law 48.90 nm
decay 10 nm, acceptors 1e+15 cm^-3: junction 115.1 nm, shift 41.12 nm, law 41.12 nm
decay 10 nm, acceptors 1e+17 cm^-3: junction 69.1 nm, shift 21.12 nm, law 21.13 nm
Gaussian sigma 20 nm: junction 85.84 nm, shift 19.17 nm, law 19.17 nm
abrupt layer 90 nm deep: shift 0.0210 nm, law 0.0210 nm
uncut wafer, n = p depth: 173.84 nm
electron density at z*: uncut 1.709e+17, cut 1.000e+10 cm^-3
electron dose below z*: uncut 1.177e+11, cut 1.550e+04 cm^-2
net positive charge removed with overlayer: 2.229e+11 q/cm^2
potential at cut face: uncut 0.4301 V, charge put back 0.4301 V
surface charge -1e+11 q/cm^2: shift 34.80 nm, law 34.80 nm
surface charge +1e+11 q/cm^2: shift 24.43 nm, law 24.43 nm
cancelling surface charge: 2.001e+11 q/cm^2, Poisson shift 0.000 nm
mobility ratio 3, slab thickness 1000 nm, step 0.5 nm
minimum surface conductivity at 61.3 nm
minimum slab conductance at 57.8 nm
n_i raised 100 times: shift 28.80 nm
uncut n = p depth with degenerate electrons (N_c 3e+19 cm^-3): 173.85 nm
largest field: cut at z* 0.0270, uncut 0.0426 MV/cm
bevel slope 0.005: depth change over one W 1.10 nm
depth change across a 1000 nm contact: 5.0 nm
mean in-plane spacing of remaining donors: 21.3 nm
\end{verbatim}
